# Radiative Lifetime of Thermalised Bright and Dark Excitons: verification in Python

```python
"""Thermalised radiative lifetime of a bright/dark exciton pair.

Result under test: tau = tau_B * (1 + exp(Delta/kT)), for equally degenerate
levels, a non-emitting lower dark level and fast exchange between the levels.
tau_B: lifetime of the bright state; Delta: bright-dark splitting;
kT: thermal energy. Energies in meV, times in ns, rates in 1/ns.
The independent side is a master equation for individual substates whose
exchange rates come from phonon occupation numbers.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.linalg import expm, null_space

K_MEV = boltzmann / charge * 1e3
splitting = 5.0
tau_bright = 10.0
temperatures = (10.0, 300.0)
# Rough or illustrative values for effects outside the ideal model
gamma = 10.0             # zero-temperature bright-to-dark rate
tau_dark = 1000.0        # weak emission of the dark level
upper_energy = 25.0      # further bright doublet, above the dark level
tau_nonrad = 100.0       # nonradiative lifetime, same for all states
spread = 0.5             # change of splitting from dot to dot
FAST = 1.0e4             # exchange rate used to reach the thermalised limit


def master_matrix(energies, loss_rates, temperature, pair_rate):
    """Matrix M of dP/dt = M P with one-phonon exchange between levels."""
    size = len(energies)
    matrix = -np.diag(np.array(loss_rates, dtype=float))
    for high in range(size):
        for low in range(size):
            gap = energies[high] - energies[low]
            if gap > 0:
                phonons = 1 / np.expm1(gap / (K_MEV * temperature))
                down = pair_rate * (phonons + 1)
                up = pair_rate * phonons
                matrix[low, high] += down
                matrix[high, high] -= down
                matrix[high, low] += up
                matrix[low, low] -= up
    return matrix


def decay_times(matrix):
    """All decay times, longest first."""
    return np.sort(-1 / np.linalg.eigvals(matrix).real)[::-1]


def thermal_lifetime(delta, temperature):
    return tau_bright * (1 + np.exp(delta / (K_MEV * temperature)))


def close(value, reference, tolerance):
    return abs(value / reference - 1) < tolerance


rate_b = 1 / tau_bright
doublets = [0, 0, splitting, splitting]
ideal_loss = [0, 0, rate_b, rate_b]

print(f"Splitting: {splitting:.1f} meV")
print(f"Bright lifetime: {tau_bright:.1f} ns")
print(f"Assumed zero-temperature exchange rate: {gamma:.1f} per ns")
print(f"Assumed dark radiative lifetime: {tau_dark:.0f} ns")
print(f"Assumed upper bright level above dark: {upper_energy:.0f} meV")
print(f"Assumed nonradiative lifetime: {tau_nonrad:.0f} ns")
print(f"Assumed change of splitting: {spread:.1f} meV")

lifetimes = []
for temp in temperatures:
    kt = K_MEV * temp
    x = splitting / kt
    p_b = 1 / (1 + np.exp(x))
    p_d = 1 - p_b
    tau = thermal_lifetime(splitting, temp)
    lifetimes.append(tau)

    # Occupations: stationary state of exchange without any loss
    still = null_space(master_matrix(doublets, [0] * 4, temp, 1.0))
    assert still.shape[1] == 1
    still = still[:, 0] / still[:, 0].sum()
    assert close(still[2] + still[3], p_b, 1e-8)

    # Lifetime: slowest decay, for equal and unequal bright substates.
    # Tolerance covers the remaining finite-exchange correction.
    for loss in (ideal_loss, [0, 0, 1.5 * rate_b, 0.5 * rate_b]):
        slow = decay_times(master_matrix(doublets, loss, temp, FAST))[0]
        assert close(slow, tau, 1e-4)

    # Sensitivity to the splitting, by finite difference of the decay
    step = 0.01
    logs = []
    for delta in (splitting - step, splitting + step):
        matrix = master_matrix([0, 0, delta, delta], ideal_loss, temp, FAST)
        logs.append(np.log(decay_times(matrix)[0]))
    sensitivity = p_d / kt
    assert close((logs[1] - logs[0]) / (2 * step), sensitivity, 1e-3)

    # Finite exchange rate: two lumped levels
    phonons = 1 / np.expm1(x)
    k_down, k_up = gamma * (phonons + 1), gamma * phonons
    pair = master_matrix([0, splitting], [0, rate_b], temp, gamma)
    tau_slow, tau_fast = decay_times(pair)
    assert close(tau_slow + tau_fast, tau + 1 / k_up, 1e-9)
    # Leading correction; tolerance covers higher orders in rate_b/k_down
    correction = tau_slow / tau - 1
    assert close(correction, p_d**2 / (k_down * tau_bright), 0.01)
    start = np.array([0.0, 1.0])
    early = (expm(pair * 5.0) @ start)[1]
    late = (expm(pair * 15.0) @ start)[1]
    assert close(10.0 / np.log(early / late), tau_slow, 1e-6)

    # Weak emission from the dark level
    tau_leaky = 1 / (p_b / tau_bright + p_d / tau_dark)
    loss = [1 / tau_dark] * 2 + [rate_b] * 2
    slow = decay_times(master_matrix(doublets, loss, temp, FAST))[0]
    assert close(slow, tau_leaky, 1e-4)

    # One more bright doublet
    w_b, w_u = np.exp(-x), np.exp(-upper_energy / kt)
    tau_upper = tau_bright * (1 + w_b + w_u) / (w_b + w_u)
    matrix = master_matrix(doublets + [upper_energy] * 2,
                           ideal_loss + [rate_b] * 2, temp, FAST)
    assert close(decay_times(matrix)[0], tau_upper, 1e-4)

    # Nonradiative loss from every state
    tau_seen = 1 / (1 / tau + 1 / tau_nonrad)
    loss = np.array(ideal_loss) + 1 / tau_nonrad
    matrix = master_matrix(doublets, loss, temp, FAST)
    assert close(decay_times(matrix)[0], tau_seen, 1e-4)
    # Yield as emitted photons per exciton, integrated over all time
    stay = np.linalg.solve(-matrix, np.array([0, 0, 0.5, 0.5]))
    quantum_yield = tau_seen / tau
    assert close(rate_b * (stay[2] + stay[3]), quantum_yield, 0.01)

    print(f"--- Temperature: {temp:.0f} K")
    print(f"Thermal energy kT: {kt:.4f} meV")
    print(f"Delta/kT: {x:.4f} (no unit)")
    print(f"exp(Delta/kT): {np.exp(x):.5g} (no unit)")
    print(f"Bright occupation: {100 * p_b:.4g} %")
    print(f"Dark occupation: {100 * p_d:.4g} %")
    print(f"Thermalised radiative lifetime: {tau:.5g} ns")
    print(f"Same lifetime, converted: {tau / 1000:.4g} us")
    print(f"Relative change per meV of splitting: {sensitivity:.4f} per meV")
    low = thermal_lifetime(splitting - spread, temp)
    high = thermal_lifetime(splitting + spread, temp)
    print(f"Lifetime at smaller splitting: {low:.4g} ns")
    print(f"Lifetime at larger splitting: {high:.4g} ns")
    print(f"Bright-to-dark rate: {k_down:.4g} per ns")
    print(f"Dark-to-bright rate: {k_up:.4g} per ns")
    print(f"Slow lifetime at finite exchange: {tau_slow:.5g} ns")
    print(f"Finite-exchange correction: {100 * correction:.2g} %")
    print(f"Lifetime with weak dark emission: {tau_leaky:.4g} ns")
    print(f"Lifetime with upper bright level: {tau_upper:.5g} ns")
    print(f"Observed lifetime with nonradiative loss: {tau_seen:.4g} ns")
    print(f"Quantum yield with that loss: {100 * quantum_yield:.3g} %")

# High-temperature limit, from the master equation at kT >> Delta
hot = decay_times(master_matrix(doublets, ideal_loss, 1.0e6, FAST))[0]
assert close(hot, 2 * tau_bright, 1e-3)
print("--- Comparison")
print(f"High-temperature limit: {2 * tau_bright:.1f} ns")
print(f"Lifetime ratio, cold to warm: {lifetimes[0] / lifetimes[1]:.4g}")
print("every check passed")
```

Printed output:

```
Splitting: 5.0 meV
Bright lifetime: 10.0 ns
Assumed zero-temperature exchange rate: 10.0 per ns
Assumed dark radiative lifetime: 1000 ns
Assumed upper bright level above dark: 25 meV
Assumed nonradiative lifetime: 100 ns
Assumed change of splitting: 0.5 meV
--- Temperature: 10 K
Thermal energy kT: 0.8617 meV
Delta/kT: 5.8023 (no unit)
exp(Delta/kT): 331.05 (no unit)
Bright occupation: 0.3012 %
Dark occupation: 99.7 %
Thermalised radiative lifetime: 3320.5 ns
Same lifetime, converted: 3.32 us
Relative change per meV of splitting: 1.1570 per meV
Lifetime at smaller splitting: 1863 ns
Lifetime at larger splitting: 5924 ns
Bright-to-dark rate: 10.03 per ns
Dark-to-bright rate: 0.0303 per ns
Slow lifetime at finite exchange: 3353.4 ns
Finite-exchange correction: 0.99 %
Lifetime with weak dark emission: 770.3 ns
Lifetime with upper bright level: 3320.5 ns
Observed lifetime with nonradiative loss: 97.08 ns
Quantum yield with that loss: 2.92 %
--- Temperature: 300 K
Thermal energy kT: 25.8520 meV
Delta/kT: 0.1934 (no unit)
exp(Delta/kT): 1.2134 (no unit)
Bright occupation: 45.18 %
Dark occupation: 54.82 %
Thermalised radiative lifetime: 22.134 ns
Same lifetime, converted: 0.02213 us
Relative change per meV of splitting: 0.0212 per meV
Lifetime at smaller splitting: 21.9 ns
Lifetime at larger splitting: 22.37 ns
Bright-to-dark rate: 56.87 per ns
Dark-to-bright rate: 46.87 per ns
Slow lifetime at finite exchange: 22.145 ns
Finite-exchange correction: 0.053 %
Lifetime with weak dark emission: 21.87 ns
Lifetime with upper bright level: 18.303 ns
Observed lifetime with nonradiative loss: 18.12 ns
Quantum yield with that loss: 81.9 %
--- Comparison
High-temperature limit: 20.0 ns
Lifetime ratio, cold to warm: 150
every check passed
```
